# Approximately Gumbel Switching Fields of a Ferroelectric Region Under a Linear Ramp, part 2

One region of a ferroelectric hafnia film, poled against the applied field, is ramped repeatedly from the same state. The field \(E\), positive when it favours the new state, rises at constant rate \(R\). Thermal crossing of a barrier makes the switching field random. The hazard, or switching probability per unit time, is \(r=\nu e^{-b(E)}\), where \(\nu\) is the attempt rate and \(b\) the barrier energy divided by \(k_BT\). The first crossing switches the whole region, which does not switch back during the ramp.

The unswitched probability is \(S=e^{-H}\), where \(H\) is the integral of \(r/R\) over field, and the switched fraction (CDF) is \(F=1-S\). The most probable field, or mode, \(E_*\) obeys \(r(E_*)/R=-b'(E_*)=1/w\), which defines the width \(w\); primes denote field derivatives. With

\[
x=\frac{E-E_*}{w},\qquad
\kappa=w^2b''(E_*)=\frac{b''(E_*)}{[b'(E_*)]^2},
\]

the leading result \(H\simeq e^x\) is the Gumbel law, with mean \(E_*-\gamma w\) and standard deviation \(\pi w/\sqrt6\). The curvature correction at fixed \(x\) is

\[
\ln H=x-\frac\kappa2(x^2-2x+2)+O(\kappa^2).
\]

If \(e^z\) is exponentially distributed with mean one, then

\[
\langle z\rangle=-\gamma,\qquad
\operatorname{Var}z=\frac{\pi^2}{6},\qquad
\langle(z-\langle z\rangle)^3\rangle=-2\zeta(3),
\]

where \(\gamma=0.5772\ldots\) and \(\zeta(k)=\sum_{n\ge1}n^{-k}\). The mode moves with ramp rate as

\[
\frac{dE_*}{d\ln R}=\frac{w}{1+\kappa}.
\]

Merz's law is \(b=E_a/E\), with activation field \(E_a\). The barrier at the mode is \(u=E_a/E_*\), with \(w=E_*/u\), \(\kappa=2/u\) and

\[
u+2\ln u=\ln\frac{\nu E_a}{R}.
\]

The example capacitor is a 10 nm film at 300 K under a triangular field of amplitude 3 MV/cm at 1 kHz, so \(R=1.2\times10^4\) MV/(cm s). With \(E_a=20\) MV/cm and \(\nu=10^{13}\) s\(^{-1}\), \(u=17.78\), \(E_*=1.125\) MV/cm, \(w=0.0633\) MV/cm and \(\kappa=0.1125\). The Gumbel mean is 1.088 MV/cm and its standard deviation 0.0811 MV/cm. "Direct" values come from integrating the Merz hazard without expanding it.

Q: I usually need the mean and spread. Can the correction be put into them without another difficult integral?

A: Yes. Let \(\mathcal H\) be the value of \(H\) at the random field where switching happens. Since \(H\) rises with \(E\), the event \(\mathcal H>y\) means that the region survived until \(H=y\). Its probability is \(e^{-y}\). Thus \(\mathcal H\) is again exponentially distributed with mean one, without the Gumbel approximation, provided the ramp is long enough for switching to be practically certain. Here the integrated hazard at 3 MV/cm is \(3.8\times10^5\).

Set \(z=\ln\mathcal H\). Its cumulants are those already found from the gamma function. The corrected relation is

\[
z=x-\frac\kappa2(x^2-2x+2)+O(\kappa^2).
\]

In the small term I may replace \(x\) by \(z\), because their difference is of order \(\kappa\). Therefore

\[
x=z+\frac\kappa2(z^2-2z+2)+O(\kappa^2).
\]

For the mean, use \(\langle z\rangle=-\gamma\) and \(\langle z^2\rangle=\gamma^2+\pi^2/6\):

\[
\begin{aligned}
\langle x\rangle
&=-\gamma+\frac\kappa2\left(\gamma^2+\frac{\pi^2}{6}+2\gamma+2\right)+O(\kappa^2)\\
&=-\gamma+2.566\,\kappa+O(\kappa^2).
\end{aligned}
\]

For the variance, the first-order change is twice the covariance of \(z\) with the small term:

\[
\operatorname{Var}x=\operatorname{Var}z
+\kappa\operatorname{Cov}(z,z^2-2z)+O(\kappa^2).
\]

Write \(z=-\gamma+c\), with \(\langle c\rangle=0\). Then \(z^2=\gamma^2-2\gamma c+c^2\), and

\[
\operatorname{Cov}(z,z^2)
=-2\gamma\langle c^2\rangle+\langle c^3\rangle
=-\frac{\gamma\pi^2}{3}-2\zeta(3).
\]

The remaining covariance is \(\operatorname{Cov}(z,-2z)=-\pi^2/3\). Adding the two,

\[
\begin{aligned}
\operatorname{Var}x
&=\frac{\pi^2}{6}-\kappa\left[2\zeta(3)+(1+\gamma)\frac{\pi^2}{3}\right]+O(\kappa^2)\\
&=\frac{\pi^2}{6}-7.593\,\kappa+O(\kappa^2).
\end{aligned}
\]

Since \(\sqrt{1-\epsilon}=1-\epsilon/2+O(\epsilon^2)\), the standard deviation in field is

\[
\sigma_E=\frac{\pi w}{\sqrt6}(1-2.308\,\kappa)+O(w\kappa^2).
\]

The number 2.308 is \(7.593/(2\pi^2/6)\).

Q: So the spread shrinks by about 26% at first order. Is first order enough?

A: Not for a precise width in this example. The mean correction is \(2.566(0.1125)(0.0633)=0.0183\) MV/cm, which raises the Gumbel mean from 1.088 to 1.107 MV/cm. Direct integration gives 1.102 MV/cm.

For the standard deviation, the linear formula gives \(0.0811(1-0.2596)=0.0601\) MV/cm, whereas direct integration gives 0.0666 MV/cm. The linear result is about 10% below the direct value; the uncorrected Gumbel result is about 22% above it. One may also write

\[
\sigma_E\simeq\frac{\pi w/\sqrt6}{1+2.308\,\kappa}.
\]

This agrees with the linear formula to first order, because \(1/(1+\epsilon)=1-\epsilon+O(\epsilon^2)\). It gives 0.0644 MV/cm, about 3% below the direct value. That better agreement is a result for this example, not a proof that the reciprocal form is generally superior.

The direct skewness is \(-0.68\), compared with \(-1.14\) for Gumbel. The inversion explains the direction of the change: \(dx/dz=1+\kappa(z-1)\) is smaller at low \(z\), so positive curvature compresses the low-field tail more than the upper side.

Q: Your direct result still assumes the survival formula. Have you tested that formula?

A: Yes. In a random simulation of 200,000 ramps, the field advanced in steps of \(0.01w\), and each unswitched case was given its probability of switching in that step. The mean was 1.102 MV/cm and the standard deviation 0.0667 MV/cm, in agreement with direct integration.

The order of the corrections was tested separately with Merz barriers of \(u=400\) and \(800\). Doubling \(u\) halves \(\kappa\), so an error of order \(\kappa^2\) should fall by a factor near four. The factors are 3.97 for the mean, 3.95 for the variance and 3.98 for the largest probability error. The numerical output lists 3.65 for the mean; that value is a grid error. The integrated density there misses unit norm by about \(6\times10^{-9}\), and this is multiplied by \(E_*/w=u\) in the scaled mean. Normalising the density restores 3.97.

Q: How high must a Merz barrier be before the simple Gumbel width is good to 10%?

A: With \(\kappa=2/u\), the first-order relative correction is \(4.62/u\). Setting it to 0.10 gives \(u\simeq46\). For the same \(\nu\) and \(E_a\), the mode equation requires

\[
\ln\frac{\nu E_a}{R}=46+2\ln46\simeq54,
\]

or a ramp rate of order \(10^{-9}\) MV/(cm s). These are first-order estimates, and the ramp rate depends exponentially on the barrier. Direct integration puts the Gumbel width 10% above the true one at \(u\simeq43\), with a ramp rate near \(3\times10^{-8}\) MV/(cm s). Such a ramp would take about half a year to reach its mode near 0.47 MV/cm. The practical point is already visible at 1 Hz, where the Gumbel standard deviation is still about 17% above the direct value. Slowing the ramp within the ordinary range of tests is no cure for this Merz model; the curvature correction is needed.

Q: Is that a defect of the Gumbel law or of Merz's barrier?

A: It depends on barrier shape. Compare \(b=B(1-E/E_0)^{3/2}\), which vanishes at \(E_0\). Let \(s=1-E/E_0\). Differentiation gives

\[
b'=-\frac{3B}{2E_0}s^{1/2},\qquad
b''=\frac{3B}{4E_0^2}s^{-1/2}.
\]

Dividing \(b''\) by \((b')^2\),

\[
\kappa=\frac{(3/4)s^{-1/2}}{(9/4)Bs}
=\frac1{3Bs^{3/2}}=\frac1{3b(E_*)}.
\]

At equal barrier height, this curvature is one sixth of the Merz value. A test used \(B=60\), \(E_0=3\) MV/cm and a ramp rate that put the mode at 1.11 MV/cm. There \(b=30.0\) and \(\kappa=0.0111\). The first-order changes of mean and variance agreed with direct integration to within 20% of those changes. The approximation fails if the mode approaches \(E_0\) so closely that \(b(E_*)\) is no longer large.

Q: Suppose I plot \(\ln(-\ln S)\) against field. Its slope should give \(1/w\), should it not?

A: For the uncorrected law, yes. With curvature, \(-\ln S=H\), so the slope is

\[
\frac{d\ln H}{dE}=\frac1w[1-\kappa(x-1)]+O(\kappa^2/w).
\]

To first order it is \((1+\kappa)/w\) at the mode and \((1+3\kappa)/w\) at \(x=-2\). For the capacitor, these first-order slopes are about 11% and 34% above \(1/w\); without the expansion, the second is 39% above. A straight line fitted to low fields would make \(w\) too small.

Q: What happens over the frequency range of ordinary electrical tests?

A: Keep the 3 MV/cm amplitude, temperature, \(E_a\) and \(\nu\) fixed. At 1 Hz the mode is 0.83 MV/cm and the direct standard deviation 0.038 MV/cm. At 1 MHz they are 1.71 and 0.143 MV/cm. Meanwhile \(\kappa\) rises from 0.083 to 0.171, because the mode occurs at a lower barrier. At 1 kHz the local slope \(w/(1+\kappa)\) is 0.0569 MV/cm per unit of \(\ln R\). Multiplication by \(\ln10\) gives 0.131 MV/cm per decade. This is a local value, not a constant slope over six decades.

Q: Now compare this with a real capacitor. Would its measured coercive-field spread be 0.067 MV/cm?

A: Not in general. A 10 nm hafnium zirconium oxide film, a coercive field near 1 MV/cm and a polarization near 20 µC/cm\(^2\) are rough typical figures. The chosen \(E_a\) and \(\nu\) are plausible round inputs, but fitted values vary with film and fitting law. A polycrystalline film also breaks the assumption of one repeated region. If \(E_a\) varies from region to region with a standard deviation of 10%, at fixed \(\nu\), the regional mean fields spread by 0.105 MV/cm. Adding the thermal variances gives a total standard deviation of 0.124 MV/cm, nearly twice the one-region value. The Gumbel law describes repeats on one region, not this mixture.

Q: What about the interface layer? It can change the field inside the ferroelectric.

A: It can move the peak substantially. Let the film and a non-ferroelectric layer have thicknesses \(t_f\) and \(t_i\) and the same relative permittivity \(\varepsilon\). At zero applied voltage, their fields satisfy \(E_ft_f+E_it_i=0\). With no free charge at the interface, continuity of electric displacement gives \(\varepsilon_0\varepsilon E_f+P=\varepsilon_0\varepsilon E_i\), where \(P\) is the signed polarization. Substituting \(E_i=-E_ft_f/t_i\),

\[
E_f=-\frac{Pt_i}{\varepsilon_0\varepsilon(t_f+t_i)}.
\]

Before switching, \(P\) is negative, so this field helps the applied one. For 20 µC/cm\(^2\), \(\varepsilon=30\), \(t_f=10\) nm and \(t_i=0.5\) nm, it is 0.36 MV/cm. The mode in average applied field falls from 1.12 to 0.77 MV/cm. For one region in a film whose \(P\) stays at its initial value, the width is almost unchanged, because the local field still rises at \(R\) and switching at its new starting value is negligible. In a whole film \(P\) reverses during the ramp, and the interface field goes from \(+0.36\) to \(-0.36\) MV/cm. If \(P\) follows the switched fraction of many identical regions, the peak lies near 0.86 MV/cm and the standard deviation in applied field grows from 0.067 to about 0.25 MV/cm. The same equations put a field of about 7.2 MV/cm across the thin layer at zero applied voltage, well above the rough 4 MV/cm breakdown field used below for the film. A real layer may leak or break down before it sustains such a field, and trapped or injected charge can screen it. The shift is therefore the unscreened limit, not a value to expect in a working capacitor.

Q: And the operating temperature, tunnelling and the circuit?

A: At 358 K, with the barrier energy and \(\nu\) held fixed, \(E_a\) scales as \(1/T\). The mode falls to 0.95 MV/cm.

For tunnelling, suppose the barrier top is an inverted parabola whose frequency equals \(\nu\). Its thermally averaged transmission multiplies the classical rate by \((\theta/2)/\sin(\theta/2)\), with \(\theta=h_P\nu/(k_BT)\) and \(h_P\) Planck's constant. Expanding the sine gives \(1+\theta^2/24\), here 1.107; the unexpanded factor is 1.115. This lowers the mode by 0.006 MV/cm. The parabolic formula diverges at \(\theta=2\pi\), or 76 K, so it cannot be carried down to that temperature.

A circuit with a 100 ns time constant makes the film field lag a steady ramp by \(R\) times that constant, or 0.0012 MV/cm. This is small beside \(w\) at 1 kHz, but it counts only the linear capacitance. When a whole capacitor switches, the charge \(2P\) flows through the same resistance. For 20 µC/cm\(^2\), \(\varepsilon=30\) and the 10% spread of \(E_a\), the lag then peaks near 0.05 MV/cm, comparable with \(w\), and the current peak moves from 1.10 to 1.17 MV/cm in applied field. The lag grows in proportion to frequency, however, and at 1 MHz it would be 1.2 MV/cm. The 1 MHz values given earlier refer to the field in the film, and a much faster circuit is needed to read them from the applied voltage. The 3 MV/cm peak is 75% of a rough 4 MV/cm breakdown field; that comparison does not establish endurance under repeated cycling.

The numerical output gives the values to further digits. Among the effects estimated here at 1 kHz, with \(\nu\) and the barrier energy fixed, the unscreened interface field, the temperature change and the regional variation are much larger than tunnelling or the circuit delay of the linear capacitance. The delay caused by the switching current of a whole capacitor is of the order of \(w\) and is not negligible. Uncertainty in the fitted \(E_a\) and \(\nu\) comes in addition.

## Table of computed values

```
Ea = 20.0 MV/cm; attempt rate = 1.0e+13 1/s
temperature = 300 K; thickness = 10 nm
frequency = 1000 Hz; amplitude = 3.0 MV/cm
ramp rate R = 1.200e+04 MV/cm/s
ln(nu*Ea/R) = 23.5367 (no unit)
barrier at mode u = 17.7805 kT = 0.4597 eV
mode = 1.1248 MV/cm = 1.1248 V
mode from integrated density = 1.1248 MV/cm
width w = 0.06326 MV/cm; kappa = 0.11248 (no unit)
hazard at mode = 1.8969e+05 1/s
mean, Gumbel = 1.0883 MV/cm
mean, first correction = 1.1066 MV/cm
mean, direct integration = 1.1023 MV/cm
SD, Gumbel = 0.08114 MV/cm
SD, linear correction = 0.06007 MV/cm
SD, reciprocal correction = 0.06441 MV/cm
SD, direct integration = 0.06661 MV/cm
skewness, Gumbel = -1.1395; direct = -0.6759
random ramps = 200000; mean = 1.1023 MV/cm
random ramps SD = 0.06669 MV/cm
mean coefficient of kappa = 2.5663 (no unit)
variance coefficient = 7.5929 (no unit)
relative SD coefficient = 2.3080 (no unit)
CDF error coefficient = 0.6527 (no unit)
largest CDF error, Gumbel = 0.0640
largest CDF error, corrected = 0.0040
x; E (MV/cm); CDF direct; Gumbel; corrected
-3; 0.9350; 0.0170; 0.0486; 0.0190
-2; 0.9983; 0.0727; 0.1266; 0.0742
-1; 1.0616; 0.2444; 0.3078; 0.2425
 0; 1.1248; 0.5947; 0.6321; 0.5908
 1; 1.1881; 0.9245; 0.9340; 0.9234
mode shift per ln R = 0.05687 MV/cm
same, numerical = 0.05687 MV/cm
local shift per decade = 0.1309 MV/cm
1e+00 Hz: mode 0.8305, w 0.0345, SD 0.0379 MV/cm; kappa 0.0831
1e+03 Hz: mode 1.1248, w 0.0633, SD 0.0666 MV/cm; kappa 0.1125
1e+06 Hz: mode 1.7082, w 0.1459, SD 0.1432 MV/cm; kappa 0.1708
error ratios on doubling u (mean, variance, CDF) = 3.651, 3.948, 3.975
3/2 barrier: u = 30.003 kT; kappa = 0.01111
Ea spread = 10 %; region SD = 0.1047 MV/cm
ensemble SD with thermal part = 0.1243 MV/cm
P = 20 uC/cm2; permittivity = 30
layer = 0.5 nm; shift = -0.3585 MV/cm
mode at 358 K = 0.9511 MV/cm
tunnelling rate factor = 1.1066 (no unit)
tunnelling mode shift = -0.00573 MV/cm
tunnelling crossover = 76.4 K
circuit time = 100 ns; field lag = 0.00120 MV/cm
integrated hazard at peak = 3.756e+05 (no unit)
rough breakdown = 4.0 MV/cm; peak/breakdown = 0.75
```
